Fourier Factorization for Lamellar Gratings with Magnetic Field along the Lines

A photomask with long parallel lines is a lamellar grating: film and open space alternate with period Λ along x, and the walls stand upright along z. When light has its magnetic field along the lines (the y axis), its electric field crosses the walls. There E_x jumps, because charge bound at the wall terminates part of it, while εE_x passes through unbroken. A Fourier method must represent this continuous product of two discontinuous functions with finitely many orders. How the product is truncated can strongly affect how fast the computed diffraction converges.

**Field equations**

Let ε(x) be the piecewise constant relative permittivity, k₀ = 2π/λ, and let fields vary as exp(−iωt). A mode of the patterned layer has Z₀H_y = h(x) exp(ik₀qz), with Z₀ the vacuum impedance, and electric components e_x(x), e_z(x) with the same z factor. The two components of the curl of H and the y component of the curl of E give

ik₀q h = ik₀ε e_x,  h′ = −ik₀ε e_z,  ik₀q e_x − e_z′ = ik₀h. (1)

Let K multiply the Fourier order with transverse wave number k_n by k_n/k₀, so that a derivative is ik₀K. Dividing (1) by ik₀ gives

q h = ε e_x,  K h = −ε e_z,  q e_x = h + K e_z. (2)

At a wall h and e_z are continuous, being tangential. Hence εe_x = qh is continuous although both factors jump, whereas in εe_z only ε jumps.

Keep the orders |n| ≤ N. P projects onto them and Q = 1 − P. ⟦f⟧ is the matrix with elements f_{m−n}, |m|,|n| ≤ N, and f_k are Fourier coefficients. Write D = εE for the continuous product, a = 1/ε and A = ⟦a⟧. The two candidate rules are

Laurent: D ≈ ⟦ε⟧PE;  inverse: D ≈ A⁻¹PE. (3)

**The error of the Laurent rule at a wall**

The full convolution is D_m = Σ ε_{m−n}E_n over all n. The Laurent rule therefore omits

δ_m = Σ_{|n|>N} ε_{m−n}E_n. (4)

Let G = 2π/Λ, let the walls be at x_j, and let [f]_j be the right value minus the left value there. Integrating by parts on each smooth piece gives

ε_k = Σ_j [ε]_j e^(−ikGx_j)/(2πik), k ≠ 0,
E_n = Σ_j [E]_j e^(−inGx_j)/(2πin) + O(n⁻²). (5)

The first line has no remainder because ε is piecewise constant. Evaluate the omitted part at the wall x₀, that is, Σ_m δ_m e^(imGx₀) over |m| ≤ N. When both jumps in (5) belong to x₀ the phases cancel, leaving

−([ε][E]/4π²) S,  S = Σ_{|m|≤N} Σ_{|n|>N} 1/[(m−n)n]. (6)

Reversing the signs of m and n leaves each term unchanged, so

S = −2 Σ_{n>N} (1/n) Σ_{|m|≤N} 1/(n−m). (7)

For large N put n = Nt. The inner sum tends to ln[(t+1)/(t−1)], whose singularity at t = 1 is integrable. With u = 1/t,

S → −2∫₀¹ ln[(1+u)/(1−u)] du/u = −4 Σ_{k≥0} 1/(2k+1)² = −π²/2. (8)

The remaining terms vanish:

- If the jump of ε belongs to another wall, the inner sum carries an oscillating factor in m. Summation by parts bounds it by C/(n−N), and Σ_{n>N} 1/[n(n−N)] = (1 + 1/2 + … + 1/N)/N → 0.
- If only the jump of E belongs to another wall, the sum over n oscillates. Its weight, the inner sum of (7) divided by n, decreases with n and starts at order (ln N)/N, which bounds the result.
- The O(n⁻²) remainder in (5) gains a factor 1/N, since n⁻² < 1/(Nn), multiplying a sum already shown to be bounded.

The omitted part thus tends to [ε][E]/8. The partial sums of the continuous, piecewise smooth D converge to D, so the Laurent value tends to D − [ε][E]/8. With E = D/ε,

[E] = D(1/ε₂ − 1/ε₁) = −D(ε₂−ε₁)/(ε₁ε₂), (9)

and therefore

D_Laurent(x₀) → D(x₀) [1 + (ε₂−ε₁)²/(8ε₁ε₂)]. (10)

More orders do not remove this error; they narrow the region it occupies. In the mean-square sense the rule does converge: by Parseval's theorem ‖δ‖ ≤ max|ε| ‖QE‖ = O(N^(−1/2)), since E_n falls as 1/n. What the Laurent rule lacks is thus uniform convergence, not convergence of every kind.

**Why the inverse rule converges uniformly**

Now start from E = aD and separate retained from omitted orders of D:

PE = A PD + P a QD. (11)

Multiplication by A⁻¹ gives the error

A⁻¹PE − PD = A⁻¹P a QD. (12)

The omitted factor is continuous, so D_n = O(n⁻²) and ‖QD‖ = O(N^(−3/2)). To bound A⁻¹, assume Re(1/ε) ≥ a₀ > 0 everywhere. For any trigonometric polynomial c(x) with retained orders, Re(c†Ac) is the period average of Re(a)|c|², at least a₀‖c‖². Hence ‖Ac‖ ≥ a₀‖c‖ and ‖A⁻¹‖ ≤ 1/a₀. The error (12) is O(N^(−3/2)) in mean square. Its largest value in x is at most the sum of its coefficient magnitudes, hence at most √(2N+1) times its norm: O(N⁻¹). The omitted orders QD add another O(N⁻¹).

The condition matters. Beside a transparent medium, a lossless metal with ε < 0 makes a change sign; the bound is lost and A may become singular.

**The mode equation**

In (2), apply the inverse rule to εe_x, so e_x = qAh. In εe_z the factor e_z is continuous, so its omitted orders have norm O(N^(−3/2)) and the Laurent rule suits it: e_z = −⟦ε⟧⁻¹Kh, with Re ε > 0 ensuring that the inverse exists. The last equation of (2) becomes

q² M h = B h,  B = 1 − K⟦ε⟧⁻¹K, (13)

with M = A. Using the Laurent rule for εe_x as well gives e_x = q⟦ε⟧⁻¹h, and the only change in (13) is M = ⟦ε⟧⁻¹.

The short-period limit Λ ≪ λ at normal incidence shows what is at stake. Across one period h and εe_x = qh are nearly constant. Averaging the last equation of (1) removes e_z′, so q⟨e_x⟩ = h and

q² = 1/⟨1/ε⟩. (14)

With N = 0 we have K = 0 and B = 1, and the inverse rule gives (14) from a single order. The Laurent rule gives ⟨ε⟩, the effective permittivity for an electric field along the lines.

**How large the Laurent error of a mode is**

Take real ε > 0, a trigonometric polynomial h with retained orders, and v = h/ε. Let w be the trigonometric polynomial with coefficients ⟦ε⟧⁻¹h. Then P(εw) = h = P(εv), so ε(v−w) has no retained orders: v − w is orthogonal to every retained polynomial in the inner product ⟨f,εg⟩. Since ⟨v,εv⟩ = h†Ah and ⟨w,εw⟩ = h†⟦ε⟧⁻¹h, Pythagoras' theorem gives

h†(A − ⟦ε⟧⁻¹)h = ⟨v−w, ε(v−w)⟩ ≥ 0. (15)

The right side is the smallest weighted error with which a retained polynomial can represent v. It is at least ε_min‖Qv‖², and choosing Pv instead of w shows that it is at most ε_max‖Qv‖². As v jumps, (5) applied to v gives

‖Qv‖² ≈ Σ_j |[v]_j|²/(4π²) · 2Σ_{n>N} n⁻² ≈ Σ_j |[v]_j|²/(2π²N). (16)

Cross terms between walls oscillate and are of higher order. For a fixed smooth h, the Laurent value of h†Mh is therefore too small by a quantity of order 1/N, the cost of describing a jump with smooth waves.

For the eigenvalues, use the min–max principle: the k-th largest q² is the maximum over k-dimensional subspaces of the minimum of x†Bx/x†Mx. Reducing M raises every positive ratio, so each propagating q² from the Laurent rule is at least as large as that from the inverse rule. For the size, let By = q_L²⟦ε⟧⁻¹y and Bx = q_N²Ax. Evaluating y†Bx both ways gives

(q_L² − q_N²) y†⟦ε⟧⁻¹x = q_N² y†(A − ⟦ε⟧⁻¹)x. (17)

By (15) and the Cauchy–Schwarz inequality the right side is O(1/N), provided the computed profiles converge with tails like (16).

**Why the inverse rule gains two powers**

Let ε be even about the line centre, possibly complex, and let u·v = Σu_nv_n. Multiplication by a or ε is then symmetric in this product, as is K. Let h, e be the exact h and e_z, and h_N, e_N the solution of (13) with M = A. Consider

F(s) = s h·(a h_N) − h·h_N − h·Ke_N − e·Kh_N − e·(εe_N). (18)

Moving the symmetric operators onto the exact fields gives

F(q²) = h_N·(q²ah − h − Ke) − e_N·(Kh + εe) = 0 (19)

by (2). For s = q_N² group the terms the other way:

F(q_N²) = h·(q_N²ah_N − h_N − Ke_N) − e·(Kh_N + εe_N). (20)

The retained orders of both brackets vanish, because they are the truncated equations. In the omitted orders h_N, Ke_N and Kh_N have no components. Subtracting (19) from (20) leaves

(q_N² − q²) h·(ah_N) = q_N² Qh·(ah_N) − Qe·(εe_N). (21)

Replace h_N, e_N on the right by h, e. If the computed fields converge at the rate of the tails, O(N^(−3/2)), this changes (21) by a product of two such norms, O(N⁻³). What remains looks like N⁻²: h_n falls as n⁻² and (ah)_n as n⁻¹. But take an even mode and walls at ±w/2. The kinks of h at the two walls are equal and the jumps of ah opposite, so

h_n ∝ cos(nGw/2)/n²,  (ah)_n ∝ sin(nGw/2)/n. (22)

Their product is proportional to sin(nGw)/n³, and summation by parts gives O(N⁻³) for n > N. For e and εe sine and cosine change places, with the same result; for an odd mode all roles are exchanged. Corrections to (22) carry one more power of 1/n. Hence q_N² − q² = O(N⁻³), under the stated convergence assumption and for h·(ah) ≠ 0.

**A phase-shift mask at 193 nm**

Take rough typical values for an attenuated phase-shift mask: wavelength 193.4 nm, substrate index 1.56, film index 2.4 + 0.6i, pitch 640 nm, line width 280 nm. The nominal half-wave phase condition sets the thickness:

d = 193.4 nm/[2(2.4 − 1)] = 69.07 nm. (23)

The film has ε = 5.40 + 2.88i, so Re(1/ε) > 0. Formula (10) with ε₁ = 1 predicts

1 + (4.40 + 2.88i)²/[8(5.40 + 2.88i)] = 1.443 + 0.350i. (24)

For a piecewise linear D that rises from 0.75 to 1.25 across the line and returns across the space, the explicit Laurent sum at the upper edge gives D_Laurent/D = 1.445 + 0.352i at N = 400. From N = 25 to 400 its rms error falls from 0.128 to 0.031, close to the factor 4 of N^(−1/2). The largest error of the inverse rule falls from 3.5×10⁻³ to 2.3×10⁻⁴, close to the factor 16 of N⁻¹.

Modes have an independent reference. In medium i, with β_i = k₀√(ε_i − q²) and p_i = β_i times its width, the pair (h, h′/ε) is carried across by the matrix with rows (cos p_i, (ε_i/β_i) sin p_i) and (−(β_i/ε_i) sin p_i, cos p_i). At normal incidence the pair repeats after one period. The product of two such matrices has determinant 1 and eigenvalue 1, hence trace 2:

cos p₁ cos p₂ − ½(r + 1/r) sin p₁ sin p₂ = 1,  r = β₁ε₂/(β₂ε₁). (25)

The least damped mode has q² = 0.96671 + 0.05183i. The absolute errors of q² are:

N = 10: Laurent 3.4×10⁻², inverse 3.2×10⁻³
N = 20: Laurent 1.6×10⁻², inverse 1.6×10⁻⁴
N = 40: Laurent 7.7×10⁻³, inverse 4.3×10⁻⁶
N = 80: Laurent 3.6×10⁻³, inverse 7.4×10⁻⁷

Single steps of the inverse rule are uneven. Between rms errors over N = 32–47 and N = 112–127 the exponents are −1.05 for the Laurent rule and −3.23 for the inverse rule. The second is near the derived −3; the first is near −1, which was derived above only for real ε.

For diffraction, let the columns of W hold the modes h, let V = MWq hold their e_x, and let X = exp(ik₀qd), with q diagonal. Let Y_s and Y_a be k_z/(k₀ε) in substrate and air. A unit wave δ in order zero arrives through the substrate. Continuity of h and e_x at the two faces reads

δ + r = W(c₊ + Xc₋),  Y_s(δ − r) = V(c₊ − Xc₋),
t = W(Xc₊ + c₋),  Y_a t = V(Xc₊ − c₋). (26)

Here r and t are the reflected and transmitted amplitudes, and c₊, c₋ those of the modes. The transmitted efficiency is T_n = |t_n|² Re Y_a,n/Y_s,0. With the inverse rule at N = 100, T₀ = 18.09 % and T₁ = 14.33 %. A real-space finite-volume solution for the layer modes, matched by (26), gives 18.08 % and 14.33 %. At N = 20 the inverse rule gives T₀ = 18.13 % and the Laurent rule 17.17 %, about 5 % too low relative to the N = 100 value. The Laurent deficit roughly halves with each doubling of N.

T₁ behaves differently: both rules are within 0.03 percentage points of 14.33 % from N = 10 on, so this order alone would not reveal the slow convergence. The inverse-rule error of T₀ falls about fourfold from N = 20 to 40. The N⁻³ law was derived for q² alone; the efficiencies also depend on matching the fields at the two faces, for which no rate was derived here.

**Beside a real mask**

The unpatterned film transmits 5.4 % of the incident power. Real masks and their illumination can depart from the model in many ways; four changes are sized here, each with the other settings fixed. The largest of the four comes from polarization: with the electric field along the lines T₀ is 14.75 %, so unpolarized light needs both calculations. Illumination tilted across the lines, at a sine of 0.30 in air, gives T₀ = 18.23 %; T₀ does not vary monotonically with angle, but for sines up to 0.34 it stays within about 0.3 percentage points of its normal-incidence value. Sidewalls 3° from vertical that widen the line toward the substrate, with 280 nm kept at the air side, raise its mean width by 3.6 nm; represented by upright walls at that mean width, this change lowers T₀ by 0.60 percentage points, and a film index higher by 0.05 lowers it by 0.26. The Laurent error at N = 20, 0.92 points, exceeds both of these last effects. A fit of line width or index to measured T₀ with that truncation could therefore absorb a numerical error into a material or geometric parameter. The numerical output follows.

Computed values

```
wavelength 193.4 nm, pitch 640.0 nm, line width 280.0 nm
substrate index 1.56, film index 2.40+0.60j
film thickness 69.07 nm, fill factor 0.4375
film permittivity 5.400+2.880j
predicted Laurent D(edge)/D: 1.4430+0.3504j, modulus 1.4850
N=25: Laurent D(edge)/D 1.4584+0.3651j, rms error 0.1276; inverse max error 3.47e-03
N=100: Laurent D(edge)/D 1.4408+0.3493j, rms error 0.0600; inverse max error 9.06e-04
N=400: Laurent D(edge)/D 1.4450+0.3521j, rms error 0.0306; inverse max error 2.27e-04
lossless N=50: mass defect 3.577e-03, tail norm^2 1.719e-03, jump law 1.710e-03
lossless N=200: mass defect 9.128e-04, tail norm^2 4.296e-04, jump law 4.306e-04
lossless N=20: 11 propagating modes, largest Laurent excess of q^2 0.0430
least damped mode: exact q^2 0.96670793+0.05182633j, q 0.983566+0.026346j
N=10: error of q^2, Laurent 3.39e-02, inverse 3.23e-03
N=20: error of q^2, Laurent 1.61e-02, inverse 1.64e-04
N=40: error of q^2, Laurent 7.66e-03, inverse 4.33e-06
N=80: error of q^2, Laurent 3.63e-03, inverse 7.41e-07
Laurent rule: error of q^2 falls as N^(-1.05)
inverse rule: error of q^2 falls as N^(-3.23)
pitch = wavelength/200: exact q^2 1.5940+0.0857j
N=0 inverse rule 1.5939+0.0857j, N=0 Laurent rule 2.9250+1.2600j
unpatterned film transmission 5.446 %
inverse N=100: T0 18.088 %, T1 14.330 %
absorbed fraction 43.43 %
N=5: T0, T1 Laurent 14.874, 14.477 %; inverse 19.771, 14.171 %
N=10: T0, T1 Laurent 16.347, 14.326 %; inverse 18.464, 14.301 %
N=20: T0, T1 Laurent 17.169, 14.332 %; inverse 18.131, 14.331 %
N=40: T0, T1 Laurent 17.621, 14.331 %; inverse 18.098, 14.330 %
N=80: T0, T1 Laurent 17.859, 14.331 %; inverse 18.089, 14.330 %
mean largest error, N=20-27: Laurent 0.7846, inverse 0.0381 % of incident power
finite volumes, 1.33 nm cells: T0 18.077 %, T1 14.330 %
electric field along lines: T0 14.75 %, T1 14.81 %
oblique light, sine 0.30 in air: T0 18.23 %, T-1 14.15 %
3 deg sidewall as 3.62 nm width change: T0 changes by -0.60 % of incident power
film index real part +0.05: T0 changes by -0.26 % of incident power
```
